# Coating exposure of a long square hole in atomic layer deposition

## The problem

A blind hole with a square opening of side $a=100$ nm and depth $L=4000$ nm is to be coated by one half-cycle of atomic layer deposition. The precursor is tetrakis(dimethylamido)hafnium, of molecular mass $m=354.8$ u, at temperature $T=473$ K. A saturated wall has taken up $K=2.5$ molecules per nm², a rough typical value. What exposure, meaning the time integral of the precursor's partial pressure $p$ at the opening, carries the coating to the bottom? The answer is wanted to leading order in the aspect ratio $L/a=40$.

The following is assumed. Molecules collide with walls and not with each other. A coated wall is inert and re-emits each molecule diffusely, by the cosine law and without memory of its arrival. A bare wall captures every molecule at the first hit, so that a front, sharp on the scale of the depth, separates coated from bare wall. The front moves so slowly that the gas behind it is in a steady state.

## A tempting solution

The number of molecules that strike unit area per unit time in a gas at pressure $p$ is $p/S$, with $S=\sqrt{2\pi m k_BT}$. Let the front stand at depth $x$, and let $A=a^2$ and $P=4a$ be the area and perimeter of the cross section. Of the $Ap/S$ molecules that enter per unit time, a fraction $W(x)$ reaches the front. All of these are captured, since nothing returns from the bare wall. To advance by $dx$, the front needs $KP\,dx$ molecules, so

$$KP\,dx=\frac{A\,p}{S}\,W(x)\,dt .$$

Dividing by $AW/S$ and integrating from the opening to the bottom gives

$$E\equiv\int p\,dt=KS\,\frac{P}{A}\int_0^L\frac{dx}{W(x)} .\qquad(1)$$

For a long round tube of diameter $d$ the transmission probability is $W=4d/(3x)$. The hole is not round, but the hydraulic diameter $4A/P$ equals $d$ for a circle and is defined for any cross section. For the square it is $4a^2/(4a)=a$. Setting $W=4a/(3x)$ in (1) gives

$$E_{\rm h}=KS\,\frac4a\cdot\frac{3}{4a}\cdot\frac{L^2}{2}=\frac32\,KS\left(\frac La\right)^2 .$$

With $KS=2.916\times10^{-6}$ Torr s and $(L/a)^2=1600$, this is $2400\,KS=7.00\times10^{-3}$ Torr s.

## Where it fails

Equation (1) is sound to leading order under the stated assumptions. The fault is the replacement of the square by a tube with the same $4A/P$. That ratio compares the room for gas with the wall around it, and nothing has shown that the conductance depends on the shape through this ratio alone. The conductance has to be derived for a general cross section.

## The wall flux in a long duct

Let $\nu(s,z)$ be the number of molecules striking unit wall area per unit time at perimeter position $s$ and axial position $z$. On an inert wall the same number leaves. Every arriving molecule came from some other wall element, so far from the ends

$$\nu(s,z)=\oint ds'\int dz'\,Q(s,s',|z-z'|)\,\nu(s',z'),\qquad \oint ds'\int dz'\,Q=1 .$$

The second relation holds because a uniform flux must reproduce itself. The kernel $Q$ depends on the axial displacement only through its size, since diffuse emission favours neither direction along the duct.

Try $\nu=\nu_0-gz$, the same all round the perimeter. Writing $\nu_0-gz'=(\nu_0-gz)-g(z'-z)$, the first part reproduces itself and the second integrates to zero, because it is odd in $z'-z$ while $Q$ is even. The integral converges: at large separation both wall elements are seen at grazing angles, each cosine falls as $1/|z'-z|$, and the solid angle adds an inverse square, so $Q$ falls as the inverse fourth power. A linear flux therefore satisfies the balance for the square as well as for the circle. Near the ends it is disturbed, which affects orders below the leading one.

## The flow through a cross section

Put $z=0$ at the section considered. By the cosine law, a wall element sends out $\nu/\pi$ molecules per unit time, per unit solid angle and per unit area perpendicular to the direction of flight, and this quantity is unchanged along a free flight. Consider molecules crossing the section at a given point, at angle $\theta$ to the axis. Trace them back to the wall, and let $\phi$ be the direction of this backward path projected on the cross section and $\rho$ its projected length. The molecule started at $z=-\rho\cot\theta$, where the wall flux is $\nu_0+g\rho\cot\theta$. The net flow is

$$\Phi=\int dA\int_0^{2\pi}d\phi\int_0^\pi d\theta\,\sin\theta\cos\theta\;\frac{\nu_0+g\rho\cot\theta}{\pi} .$$

The factor $\cos\theta$ projects the section's area on the direction of flight and counts backward crossings as negative. The $\nu_0$ term vanishes because $\int_0^\pi\sin\theta\cos\theta\,d\theta=0$. In the other term $\sin\theta\cos\theta\cot\theta=\cos^2\theta$, whose integral is $\pi/2$. Hence

$$\Phi=\frac g2\,G,\qquad G=\int dA\int_0^{2\pi}d\phi\,\rho .$$

With the front at $x$, the flux falls from $p/S$ at the opening to zero at the front, to leading order, so $g=p/(Sx)$. Dividing $\Phi$ by the entering number $Ap/S$ gives Smoluchowski's result

$$W(x)=\frac{G}{2Ax} .\qquad(2)$$

To evaluate $G$, fix $\phi$ and cut the section into parallel chords along that direction. Let $y$ be the coordinate across them and $l(y)$ their length. Along one chord $\rho$ runs from 0 to $l$, so

$$\int dA\,\rho=\int dy\int_0^{l}\rho\,d\rho=\frac12\int l^2\,dy .\qquad(3)$$

For a circle of radius $R$, $l^2=4(R^2-y^2)$, and (3) gives $2\cdot\frac43R^3=\frac83R^3$ for each $\phi$. Then $G=\frac{16}{3}\pi R^3$ and $W=8R/(3x)=4d/(3x)$, the tube formula used above.

## The square

Take $0<\phi<\pi/4$, measured from one side. Seen along $\phi$, the square has width $a(\cos\phi+\sin\phi)$. Chords joining the two sides that face each other across the direction $\phi=0$ have constant length $a/\cos\phi$. On either edge of this plateau lies a strip of width $a\sin\phi$, in which the chord cuts a corner and its length falls linearly to zero. The plateau has the remaining width $a(\cos\phi-\sin\phi)$. The mean of the square of a linear ramp is one third of its greatest value, so

$$\int l^2dy=\frac{a^2}{\cos^2\phi}\left[a(\cos\phi-\sin\phi)+\frac23a\sin\phi\right]
=a^3\,\frac{\cos\phi-\frac13\sin\phi}{\cos^2\phi} .$$

The full circle of directions consists of eight sectors that give equal contributions by symmetry. With the factor $\frac12$ from (3),

$$G=4a^3\int_0^{\pi/4}\left(\frac1{\cos\phi}-\frac{\sin\phi}{3\cos^2\phi}\right)d\phi .$$

The first term integrates to $\ln(1/\cos\phi+\tan\phi)$, which is $\ln(1+\sqrt2)$ at the upper limit and zero at the lower. The second uses $\int\sin\phi/\cos^2\phi\,d\phi=1/\cos\phi$, which changes by $\sqrt2-1$. Equation (2) becomes

$$W(x)=w\,\frac ax,\qquad w=2\left[\ln(1+\sqrt2)-\frac{\sqrt2-1}{3}\right]=1.487 ,$$

where the tube of diameter $a$ has $w=4/3$. Inserting this in (1),

$$E=KS\,\frac4a\int_0^L\frac{x\,dx}{wa}=\frac2w\,KS\left(\frac La\right)^2=1.345\,KS\left(\frac La\right)^2 .\qquad(4)$$

For the hole in question this is $2153\,KS=6.28\times10^{-3}$ Torr s, or 0.837 Pa s. At a constant 0.1 Torr the dose lasts 63 ms, against 70 ms from the tempting solution. The ratio of the exposures is $(4/3)/w=0.897$: the correct leading term lies 10.3 percent below the hydraulic-diameter estimate. The perimeter and area in (1) are the same in both calculations, so the whole difference comes from the conductance.

## What the hydraulic diameter misses

The chords show which property of the shape was lost. Average over all chords, with equal weight for equal $dy\,d\phi$. The total weight is the width of the section integrated over direction: $8a$ for the square and $2\pi d$ for the circle, which is $2P$ in both cases. Since $\int l\,dy=A$ for every direction, the mean chord is

$$\langle l\rangle=\frac{2\pi A}{2P}=\frac{\pi A}{P} .$$

Equal hydraulic diameters thus mean equal mean chords. The conductance, however, contains the mean square: from (3), $G=\frac12\cdot2P\langle l^2\rangle=P\langle l^2\rangle$. Let $V$ be the variance of $l$ divided by $\langle l\rangle^2$, so that $\langle l^2\rangle=\langle l\rangle^2(1+V)$. With $A/P=a/4$, equation (2) gives

$$w=\frac{P\langle l\rangle^2(1+V)}{2Aa}=\frac{\pi^2}{8}(1+V) .$$

Solving for $V$ gives 0.08 for the circle and 0.20 for the square. The square has short chords across its corners and long ones near its diagonals. At equal mean this wider spread raises the mean square, and with it the flow.

## Entrance and bottom

Equation (4) is a leading term, and at $L/a=40$ the next terms matter. The opening itself resists the flow, so $1/W$ exceeds $x/(wa)$. The bottom, of area $A$, must be coated too; it needs $KA$ molecules, which adds $KS/W(L)$ to the exposure.

Both effects follow from a Monte Carlo calculation of molecular flights. Molecules enter uniformly over the opening with cosine-law directions and are re-emitted diffusely at each wall hit, until they leave through the opening or reach depth $40a$. The fraction whose greatest depth exceeds $x$ is $W(x)$, with no assumption about the wall flux. The front is still taken as flat. With 400,000 molecules for each shape:

| | square, side $a$ | tube, diameter $a$ |
|---|---|---|
| $W$ at depth $40a$ | 0.0344 | 0.0318 |
| mean slope of $1/W$ per width, $10a$ to $40a$ | 0.687 | 0.745 |
| long-duct slope $1/w$ | 0.673 | 0.750 |
| $E/(KS)$, leading term | 2153 | 2400 |
| $E/(KS)$, with entrance and bottom | $2473\pm14$ | $2684\pm23$ |

Some 13,000 to 14,000 molecules reach the full depth in each case, so counting alone leaves an uncertainty near 1 percent in the slopes. Each slope lies within about 2 percent of $1/w$ for its own shape. What remains of the entrance effect raises the slope slightly above $1/w$ for both shapes, so the tube's value below $1/w$ is a counting error. Clausing's transmission probability for a tube of length $40d$ is 0.0312, so the entry 0.0318 lies about two standard errors high, and the tube's exposure of 2684 is correspondingly about 1 percent low.

With a flat front, entrance and bottom raise the exposure of the square hole by 15 percent over its leading term. The bottom supplies little of this, $1/0.0344\approx29$ units out of 320. The resulting flat-front value is only 3 percent above 2400, the tempting answer. That closeness is a cancellation at this aspect ratio between a conductance that is too low and the entrance resistance and bottom that were left out.

The flat front is itself an approximation that matters at this order. Molecules that fly past the front land on bare wall beyond it, or on the bottom, and coat it in advance. This lowers the exposure by an amount that depends on the coverage demanded at the bottom: by roughly 5 percent for 99 percent coverage and 10 percent for 90 percent coverage, enough to bring the square hole below 2400. It is not included in the table. The errors quoted there are counting errors only. With a flat front, and with entrance and bottom included for both shapes, the square needs $0.922\pm0.010$ times the exposure of the tube. Within two standard errors, this places the gap between about 6 and 10 percent. Since the tube's entry is low, the ratio free of counting error lies near 0.91, a gap of about 9 percent.

## Slow capture

A precursor molecule may hit bare wall many times before it reacts. Let $\beta$ be the capture probability on bare wall and $\theta$ now the coverage. For small $\beta$ the wall flux varies little over one width, and the long-duct flow can be applied locally: $\Phi=-waA\,\partial\nu/\partial x$. The loss of flow along the duct equals the uptake,

$$waA\,\frac{\partial^2\nu}{\partial x^2}=PK\frac{\partial\theta}{\partial t},\qquad K\frac{\partial\theta}{\partial t}=\beta\nu(1-\theta) .$$

Define the local reduced exposure $e(x)=\frac1K\int\nu\,dt$, which equals $E/(KS)$ at the opening. The second equation integrates to $\theta=1-\exp(-\beta e)$. Integrating the first over time, from a bare wall, and dividing by $waAK$ gives

$$\frac{d^2e}{dx^2}=\frac{4}{wa^2}\left[1-\exp(-\beta e)\right] .$$

If the bracket is set to one, with $e$ and its slope zero at the bottom, two integrations return $e=(2/w)(L/a)^2$ at the opening, which is (4).

Take $\beta=0.01$ as an assumed value and ask for 95 percent coverage at the bottom. There $e=\ln(20)/\beta\approx300$, and the slope is zero if the uptake of the bottom face is neglected, which lowers the exposure found here by about 1 percent. Numerical integration up to the opening gives $e=2415$, which is 12 percent above the sharp-front value. The increase is less than 300 because the deep wall is not fully saturated. The same calculation with $w=4/3$ yields a ratio of 0.908 between square and tube: the part of the exposure set by reaction rather than transport does not feel the conductance. Entrance resistance is absent from these figures, and the two corrections have not been computed together.

## The real process

The chosen temperature and uptake are rough typical values for growing hafnium oxide from this precursor. The free-flight assumption is comfortable here: if the gas is treated as one of identical molecules with a rough diameter of 1 nm, the mean free path at a total pressure of 1 Torr is about 11 µm, some 110 times the hole width. The gas stored in the hole is $2\times10^{-5}$ of the wall uptake, which supports the steady-state assumption. A molecule of finite size has its centre confined to a width of 99 nm; as the flow scales with the cube of the width at fixed depth, the exposure rises by a factor $(100/99)^3$, or 3 percent.

Over a whole deposition the width does not stay fixed. A film of 10 nm on every wall leaves an opening of 80 nm, and at fixed depth, uptake and temperature (4) then grows by $(100/80)^2=1.56$. A dose chosen for the empty hole would no longer reach the bottom in this model. The uptake $K$ enters linearly, so an error of 10 percent in it matters as much as the shape correction. Decomposition of the precursor, readsorption of by-products and tapered walls lie outside the model, and their effect has not been estimated here.
